# Why fast electrons rarely backscatter, and where their spin points: a program that tests the result

```python
"""First-order scattering of a Dirac electron by a central electrostatic field.

Result under test (hbar = c = 1, unit-normalized spinors):
  |S_keep| = cos(theta/2),  |S_flip| = (m/E) sin(theta/2),
  tan(alpha/2) = (m/E) tan(theta/2),  delta = theta - alpha.
m, p, E: electron mass, momentum, energy; theta: scattering angle;
alpha: angle of the final rest-frame spin from the final momentum, turned
back towards the initial momentum, for initial positive helicity;
delta: rotation of any initial rest-frame spin about p x p'.
The initial momentum is along z and the scattering plane is xz.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2 = np.eye(2)
alpha_mat = np.array([np.kron(sigma[0], s) for s in sigma])
spin_mat = np.array([np.kron(one2, s) for s in sigma])
beta_mat = np.kron(sigma[2], one2)
gamma5 = np.kron(sigma[0], one2)
z_axis = np.array([0.0, 0.0, 1.0])
y_axis = np.array([0.0, 1.0, 0.0])


def dot(matrices, vector):
    return np.einsum('i,ijk->jk', vector, matrices)


def direction(theta):
    return np.array([np.sin(theta), 0.0, np.cos(theta)])


def hamiltonian(mass, mom, unit):
    return mom * dot(alpha_mat, unit) + mass * beta_mat


def helicity_states(mass, mom, unit):
    """Positive-energy eigenvectors with helicity +1 and -1."""
    energy = np.hypot(mass, mom)
    split = 0.1 * energy * dot(spin_mat, unit)
    vectors = np.linalg.eigh(hamiltonian(mass, mom, unit) + split)[1]
    return vectors[:, 3], vectors[:, 2]


def spin_factors(mass, energy, theta):
    return np.cos(theta / 2), mass / energy * np.sin(theta / 2)


def spin_angle(mass, energy, theta):
    keep, flip = spin_factors(mass, energy, theta)
    return 2 * np.arctan2(flip, keep)


def scatter_spin(mass, mom, theta, spin):
    """Boost a rest spinor, project at p', boost back; return P, intensity."""
    energy = np.hypot(mass, mom)
    rapidity = np.arcsinh(mom / mass)
    rest = np.linalg.eigh(dot(sigma, spin))[1][:, 1]
    start = expm(rapidity / 2 * alpha_mat[2]) @ np.concatenate([rest, [0, 0]])
    out = direction(theta)
    projector = (np.eye(4) + hamiltonian(mass, mom, out) / energy) / 2
    final = projector @ start
    intensity = np.vdot(final, final).real / np.vdot(start, start).real
    back = expm(-rapidity / 2 * dot(alpha_mat, out)) @ final
    assert np.linalg.norm(back[2:]) < 1e-9 * np.linalg.norm(back)
    pol = np.array([np.vdot(back, s @ back).real for s in spin_mat])
    return pol / np.vdot(back, back).real, intensity


# Helicity amplitudes from diagonalization; scalar potential as contrast.
for mass, mom in [(1.0, 0.2), (1.0, 1.5), (1.0, 12.0), (0.0, 1.0)]:
    energy = np.hypot(mass, mom)
    speed = mom / energy
    plus, minus = helicity_states(mass, mom, z_axis)
    right = (np.eye(4) + gamma5) / 2
    assert abs(np.vdot(plus, right @ plus).real - (1 + speed) / 2) < 1e-12
    assert abs(np.vdot(minus, right @ minus).real - (1 - speed) / 2) < 1e-12
    for theta in np.radians([20, 75, 120, 180]):
        plus_out, minus_out = helicity_states(mass, mom, direction(theta))
        keep, flip = spin_factors(mass, energy, theta)
        for start, same, other in [(plus, plus_out, minus_out),
                                   (minus, minus_out, plus_out)]:
            assert abs(abs(np.vdot(same, start)) - keep) < 1e-12
            assert abs(abs(np.vdot(other, start)) - flip) < 1e-12
            scalar_keep = abs(np.vdot(same, beta_mat @ start))
            scalar_flip = abs(np.vdot(other, beta_mat @ start))
            assert abs(scalar_keep - mass / energy * np.cos(theta / 2)) < 1e-12
            assert abs(scalar_flip - np.sin(theta / 2)) < 1e-12

# Polarization by explicit boosts, for longitudinal and arbitrary spins.
rng = np.random.default_rng(4)
for mom in [0.02, 1.5, 12.0]:
    energy = np.hypot(1.0, mom)
    for theta in np.radians([20, 75, 120, 180]):
        alpha = spin_angle(1.0, energy, theta)
        out = direction(theta)
        e_theta = np.array([np.cos(theta), 0.0, -np.sin(theta)])
        pol, _ = scatter_spin(1.0, mom, theta, z_axis)
        expected = np.cos(alpha) * out - np.sin(alpha) * e_theta
        assert np.allclose(pol, expected, atol=1e-9)
        turn = Rotation.from_rotvec((theta - alpha) * y_axis)
        for _ in range(3):
            spin = rng.normal(size=3)
            spin /= np.linalg.norm(spin)
            pol, intensity = scatter_spin(1.0, mom, theta, spin)
            assert np.allclose(pol, turn.apply(spin), atol=1e-9)
            mott = 1 - (mom / energy * np.sin(theta / 2))**2
            assert abs(intensity - mott) < 1e-10

# Scattered wave by volume integration with the full Dirac Green function.
mass, mom, width, distance = 1.0, 1.5, 0.7, 1.0e4
energy = np.hypot(mass, mom)
axis = np.linspace(-6 * width, 6 * width, 41)
points = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), axis=-1)
potential = np.exp(-np.sum(points**2, axis=-1) / (2 * width**2))
source = potential * np.exp(1j * mom * points[..., 2])
source *= (axis[1] - axis[0])**3
incoming = helicity_states(mass, mom, z_axis)[0]
for theta in np.radians([50, 120, 180]):
    separation = distance * direction(theta) - points
    length = np.linalg.norm(separation, axis=-1)
    kernel = -source * np.exp(1j * mom * length) / (4 * np.pi * length)
    wave = kernel.sum() * ((energy * np.eye(4) + mass * beta_mat) @ incoming)
    for i in range(3):
        slope = (mom + 1j / length) * separation[..., i] / length
        wave = wave + (kernel * slope).sum() * (alpha_mat[i] @ incoming)
    wave = wave * distance
    q = 2 * mom * np.sin(theta / 2)
    transform = (2 * np.pi)**1.5 * width**3 * np.exp(-(q * width)**2 / 2)
    scale = energy / (2 * np.pi) * transform
    plus_out, minus_out = helicity_states(mass, mom, direction(theta))
    keep, flip = spin_factors(mass, energy, theta)
    # Finite distance leaves relative corrections of order width/distance.
    assert abs(abs(np.vdot(plus_out, wave)) / scale - keep) < 1e-3
    assert abs(abs(np.vdot(minus_out, wave)) / scale - flip) < 1e-3
    total = np.vdot(wave, wave).real / scale**2
    assert abs(total - keep**2 - flip**2) < 2e-3

# Coulomb transform as the weak-screening limit; error is (screening/q)^2.
for q in [0.8, 2.0]:
    screening = 0.01 * q
    integral = quad(lambda r: np.exp(-screening * r), 0, np.inf,
                    weight='sin', wvar=q, limlst=500)[0]
    assert abs(4 * np.pi / q * integral / (4 * np.pi / q**2) - 1) < 2e-4

# Worked example: energies in MeV, momenta in MeV/c.
rest_energy = const.m_e * const.c**2 / const.e / 1e6
hbar_c = const.hbar * const.c / const.e / 1e6 * 1e15
charge, kinetic, angle_deg = 6, 1.0, 120.0
theta = np.radians(angle_deg)
energy = kinetic + rest_energy
mom = np.sqrt(energy**2 - rest_energy**2)
speed, gamma = mom / energy, energy / rest_energy
keep, flip = spin_factors(rest_energy, energy, theta)
total = keep**2 + flip**2
alpha = spin_angle(rest_energy, energy, theta)
q = 2 * mom * np.sin(theta / 2)
coulomb = 2 * charge * const.fine_structure * energy * hbar_c / q**2
transverse = 2 * np.arctan(gamma)
pol_transverse, _ = scatter_spin(rest_energy, mom, transverse, z_axis)
assert abs(pol_transverse @ direction(transverse)) < 1e-9
pol, _ = scatter_spin(rest_energy, mom, theta, z_axis)

print(f"Nuclear charge number Z = {charge}")
print(f"Kinetic energy = {kinetic:.3f} MeV")
print(f"Scattering angle theta = {angle_deg:.1f} deg")
print(f"Electron rest energy m = {rest_energy:.6f} MeV")
print(f"Total energy E = {energy:.6f} MeV")
print(f"Momentum p = {mom:.6f} MeV/c")
print(f"Speed beta = {speed:.6f} (units of c)")
print(f"E/m = {gamma:.6f}, m/E = {1 / gamma:.6f} (dimensionless)")
print(f"Z alpha_fs/beta = {charge * const.fine_structure / speed:.5f}"
      " (dimensionless)")
print(f"Momentum transfer q = {q:.6f} MeV/c")
print(f"Spin factor, helicity kept = {keep:.6f} (dimensionless)")
print(f"Spin factor, helicity flipped = {flip:.6f} (magnitude)")
print(f"Sum of squared spin factors = {total:.6f} (dimensionless)")
print(f"Flipped fraction = {flip**2 / total:.6f} (dimensionless)")
print(f"Common Coulomb amplitude = {coulomb:.5f} fm")
print(f"Cross section, helicity kept = {coulomb**2 * keep**2:.5f} fm^2/sr")
print(f"Cross section, helicity flipped = {coulomb**2 * flip**2:.5f} fm^2/sr")
print(f"Cross section, total = {coulomb**2 * total:.5f} fm^2/sr")
print(f"Cross section, total = {10 * coulomb**2 * total:.4f} mb/sr")
print(f"Spin angle from final momentum alpha = {np.degrees(alpha):.3f} deg")
print(f"Spin rotation delta = {np.degrees(theta - alpha):.3f} deg")
print(f"Final polarization along x = {pol[0]:.6f} (dimensionless)")
print(f"Final polarization along z = {pol[2]:.6f} (dimensionless)")
print(f"Polarization along p' = {pol @ direction(theta):.6f} (dimensionless)")
print(f"Fully transverse spin at theta = {np.degrees(transverse):.3f} deg")
print("Angle table at 1 MeV: theta/deg, kept^2, flipped^2, sum,"
      " alpha/deg, delta/deg")
for degrees in [30, 60, 90, 120, 150, 180]:
    t = np.radians(degrees)
    a, b = spin_factors(rest_energy, energy, t)
    s = np.degrees(spin_angle(rest_energy, energy, t))
    print(f"{degrees:4d} {a*a:.5f} {b*b:.5f} {a*a+b*b:.5f}"
          f" {s:.3f} {degrees-s:.3f}")
print("Energy table: kinetic/MeV, m/E, alpha(120 deg)/deg,"
      " delta(120 deg)/deg, (m/E)^2 at 180 deg")
for kin in [0.01, 0.1, 1.0, 10.0, 100.0]:
    en = kin + rest_energy
    s = np.degrees(spin_angle(rest_energy, en, theta))
    print(f"{kin:7.2f} {rest_energy/en:.6f} {s:.3f} {angle_deg-s:.3f}"
          f" {(rest_energy/en)**2:.4e}")
print("PASS")
```

It prints:

```
Nuclear charge number Z = 6
Kinetic energy = 1.000 MeV
Scattering angle theta = 120.0 deg
Electron rest energy m = 0.510999 MeV
Total energy E = 1.510999 MeV
Momentum p = 1.421970 MeV/c
Speed beta = 0.941079 (units of c)
E/m = 2.956951, m/E = 0.338186 (dimensionless)
Z alpha_fs/beta = 0.04653 (dimensionless)
Momentum transfer q = 2.462924 MeV/c
Spin factor, helicity kept = 0.500000 (dimensionless)
Spin factor, helicity flipped = 0.292878 (magnitude)
Sum of squared spin factors = 0.335777 (dimensionless)
Flipped fraction = 0.255459 (dimensionless)
Common Coulomb amplitude = 4.30423 fm
Cross section, helicity kept = 4.63159 fm^2/sr
Cross section, helicity flipped = 1.58914 fm^2/sr
Cross section, total = 6.22074 fm^2/sr
Cross section, total = 62.2074 mb/sr
Spin angle from final momentum alpha = 60.720 deg
Spin rotation delta = 59.280 deg
Final polarization along x = 0.859676 (dimensionless)
Final polarization along z = 0.510839 (dimensionless)
Polarization along p' = 0.489082 (dimensionless)
Fully transverse spin at theta = 142.630 deg
Angle table at 1 MeV: theta/deg, kept^2, flipped^2, sum, alpha/deg, delta/deg
  30 0.93301 0.00766 0.94067 10.356 19.644
  60 0.75000 0.02859 0.77859 22.096 37.904
  90 0.50000 0.05718 0.55718 37.370 52.630
 120 0.25000 0.08578 0.33578 60.720 59.280
 150 0.06699 0.10671 0.17370 103.220 46.780
 180 0.00000 0.11437 0.11437 180.000 0.000
Energy table: kinetic/MeV, m/E, alpha(120 deg)/deg, delta(120 deg)/deg, (m/E)^2 at 180 deg
   0.01 0.980806 119.034 0.966 9.6198e-01
   0.10 0.836334 110.763 9.237 6.9945e-01
   1.00 0.338186 60.720 59.280 1.1437e-01
  10.00 0.048616 9.626 110.374 2.3635e-03
 100.00 0.005084 1.009 118.991 2.5847e-05
PASS
```
